# Finding the critical links in Miller-Abrahams hopping through a dielectric

## One trap between two electrodes

Let one trap sit between a source and a drain, joined to them by conductances $g_1$ and $g_2$. With the source at potential 1 and the drain at 0, current balance $g_1(1-v)=g_2v$ gives the trap potential and the total conductance:

$$v=\frac{g_1}{g_1+g_2},\qquad G=g_2v=\frac{g_1g_2}{g_1+g_2}.$$

Which link controls $G$? Since $\ln G=\ln g_1+\ln g_2-\ln(g_1+g_2)$,

$$\frac{\partial\ln G}{\partial\ln g_1}=1-\frac{g_1}{g_1+g_2}=\frac{g_2}{g_1+g_2}.$$

The fraction of the power dissipated in link 1 is the same number:

$$\frac{g_1(1-v)^2}{G}=\frac{g_1g_2^2}{(g_1+g_2)^2}\,\frac{g_1+g_2}{g_1g_2}=\frac{g_2}{g_1+g_2}.$$

For $g_1=100g_2$, the weak link has 99% of the control. For two links in parallel, $G=g_1+g_2$ and the shares are $g_i/G$, so the strong link has the control. Conductance alone therefore does not identify a critical link, but dissipation does in both cases.

Assuming a uniform potential drop fails already here. For a trap midway, $v=1/2$ gives a dissipation $(g_1+g_2)/4=25g_2$, whereas $G=0.99g_2$.

## From hopping rates to resistors

Trap $i$ has energy $E_i$, measured from the electrode Fermi level, and occupation $f_i$. It holds at most one electron, and spin is ignored. With $\beta=1/kT$, the Miller-Abrahams rate from $i$ to $j$ is

$$w_{ij}=\nu_0e^{-2r_{ij}/a}\min\left[1,e^{-\beta(E_j-E_i)}\right].$$

In mean field, joint occupations are replaced by products, and the net electron flow is

$$\phi_{ij}=w_{ij}f_i(1-f_j)-w_{ji}f_j(1-f_i).$$

Define a local electrochemical potential $\mu_i$ by $f_i=(1-f_i)e^{\beta(\mu_i-E_i)}$. Substitution gives

$$\phi_{ij}=(1-f_i)(1-f_j)\left[w_{ij}e^{-\beta E_i}e^{\beta\mu_i}-w_{ji}e^{-\beta E_j}e^{\beta\mu_j}\right].$$

If $E_j>E_i$, then $w_{ij}e^{-\beta E_i}$ contains $e^{-\beta E_j}$; otherwise it contains $e^{-\beta E_i}$. Both cases are covered by

$$w_{ij}e^{-\beta E_i}=S_{ij}=\nu_0e^{-2r_{ij}/a}e^{-\beta\max(E_i,E_j)}=S_{ji}.$$

Hence $\phi_{ij}=(1-f_i)(1-f_j)S_{ij}(e^{\beta\mu_i}-e^{\beta\mu_j})$. At equilibrium all $\mu_i=0$. At small bias the bracket is $\beta(\mu_i-\mu_j)$, already first order, so every other factor takes its equilibrium value. Shifts of the trap energies by the applied field then enter only at second order, and the electrostatic profile drops out.

Let $V$ be the magnitude of the bias and $\mu_i=eVv_i$, with $v=1$ at the electron source and $v=0$ at the drain. The current magnitude $e\phi_{ij}=g_{ij}V(v_i-v_j)$ defines

$$g_{ij}=\frac{e^2\nu_0}{kT}e^{-2r_{ij}/a}(1-f_i)(1-f_j)e^{-\beta\max(E_i,E_j)}.$$

An electrode at $\mu_s$ injects into trap $i$, at distance $d$, with rate $w_{si}=\nu_0e^{-2d/a}\min[1,e^{-\beta(E_i-\mu_s)}]$ and extracts with $w_{is}=w_{si}e^{\beta(E_i-\mu_s)}$. The net flow is

$$w_{si}(1-f_i)-w_{is}f_i=(1-f_i)w_{si}\left[1-e^{\beta(\mu_i-\mu_s)}\right].$$

Linearized, this is the same formula with electrode energy 0 and the electrode's factor $(1-f)$ replaced by 1.

### What mean field costs

The full process lives on configurations $\eta$ of filled and empty traps. Let $C(\eta,\eta')=C(\eta',\eta)$ be the equilibrium frequency of a transition, and write the perturbed probability as $P_0(1+\beta eV\psi)$. The net flow is $\beta eV\,C(\eta,\eta')[\psi(\eta)-\psi(\eta')+\alpha]$, where $\alpha=1$ for an electron entering from the source, $-1$ for one leaving to it, and 0 otherwise. Exchanges with the source and with the drain that join the same two configurations count as separate terms, each with its own $C$ and $\alpha$. Stationarity is the condition that

$$D[\psi]=\tfrac12\sum_{\eta,\eta'}C(\eta,\eta')[\psi(\eta)-\psi(\eta')+\alpha]^2$$

be minimal. At the minimum the terms multiplying $\psi$ cancel, leaving $\tfrac12\sum C\alpha[\psi-\psi'+\alpha]$, the source flow divided by $\beta eV$. So the true conductance is $(e^2/kT)\min D$.

Now restrict $\psi$ to $\sum_iv_in_i$, where $n_i$ is 0 or 1. A hop contributes $(v_i-v_j)^2$, an injection from the source $(1-v_i)^2$, and averaging $C$ over the independent equilibrium occupations gives the network. A restricted minimum cannot lie below the full one, so the network conductance is an upper bound for this exclusion process in linear response. If configurations with two or more electrons are negligible, every $\psi$ has the restricted form up to a constant, and the bound becomes an equality.

For five traps, all 32 configurations can be solved. The ratio of network to full conductance was 0.9999 for levels well above the Fermi level, where the deviation from 1 is within the finite-difference error, and 1.0055 for levels near it.

## Solving the network and bounding it

Kirchhoff's law at each trap, $\sum_jg_{ij}(v_i-v_j)=0$, is the linear system $Lv=b$ with

$$L_{ii}=\sum_jg_{ij},\qquad L_{ij}=-g_{ij},\qquad b_i=g_{is}.$$

The sum in $L_{ii}$ includes both electrodes. Multiply the net outflow of every node by its potential and add. Traps give zero, the drain has $v=0$, and the source gives its current, so

$$G=\sum_{\text{links}}g_{ij}(v_i-v_j)^2.$$

Changing the trap potentials by $h_i$ adds a linear term $2\sum_ih_i(Lv-b)_i=0$ and a non-negative quadratic term. The solution therefore minimizes the dissipation, which gives three bounds:

- The trial $v=1-z/L_g$, with $L_g$ the gap, gives the uniform-drop estimate $G\le\sum g_{ij}(\Delta z_{ij}/L_g)^2$.
- The trial $v=1$ on a set containing the source and 0 elsewhere gives $G\le\sum_{\text{cut}}g_{ij}$.
- Deleting every link outside one path lowers the minimum, so $G\ge(\sum_{\text{path}}1/g_{ij})^{-1}$.

A useful path and cut come from adding links in falling order of $g$ until source and drain connect. The last link has the percolation conductance $g_c$. Path links have $g\ge g_c$. Links leaving the source cluster just before that event have $g\le g_c$.

## Ranking links

Vary one $g_{ij}$. The potentials also change, but the dissipation is stationary in them, so $\partial G/\partial g_{ij}=(v_i-v_j)^2$. The control share is

$$p_{ij}=\frac{\partial\ln G}{\partial\ln g_{ij}}=\frac{g_{ij}(v_i-v_j)^2}{G},\qquad\sum_{\text{links}}p_{ij}=1.$$

**Finite changes.** Add a conductance $\delta$ in parallel with a link whose drop is $u=v_i-v_j$. It carries $J=\delta u'$, where $u'$ is the new drop. Let $R$ be the resistance between $i$ and $j$ with both electrodes grounded. Taking $J$ out at $i$ and returning it at $j$ lowers the drop by $RJ$:

$$u'=u-R\delta u'\quad\Rightarrow\quad u'=\frac{u}{1+\delta R}.$$

A unit current injected at trap $k$ sends $b^TL^{-1}e_k=v_k$ into the source, because $L$ is symmetric. The source must therefore supply an extra $J(v_i-v_j)=Ju$, and

$$\Delta G=\frac{\delta u^2}{1+\delta R}.$$

Opening the link ($\delta=-g$) loses the fraction $p/(1-gR)$ of $G$. Shorting it ($\delta\to\infty$) gains $u^2/(RG)=p/(gR)$. When $gR$ is near 1, the bypass is weak compared with the link itself: opening loses many times $p$, which can still be a small part of $G$, and shorting gains little more than $p$.

**Activation energy.** For dilute carriers, $\partial\ln(g_{ij}kT)/\partial\beta=-\max(E_i,E_j)$. Weighting by the shares gives

$$E_{\rm act}=-\frac{d\ln(GkT)}{d\beta}=\sum_{\text{links}}p_{ij}\max(E_i,E_j),$$

with $E=0$ for an electrode. This holds when the trap levels that matter lie several $kT$ above the Fermi level, so that $1-f_i\approx1$.

## When the bias is not small

At working bias the low-bias resistors are no longer valid. In general the mean-field balance $F_i=\sum_j\phi_{ji}=0$ is solved by Newton's method, with the field included in the trap energies. For dilute carriers ($1-f_i\approx1$) a network survives: $\phi_{ij}=S_{ij}(e^{\beta\mu_i}-e^{\beta\mu_j})$ is linear in $e^{\beta\mu}$, so the links act as conductances $S_{ij}$ built from the field-shifted levels, with each electrode's level set to its $\mu$. The sensitivities derived below then equal the dissipation shares of that network. Let $J_{ik}=\partial F_i/\partial f_k$ now denote the Jacobian, and $I=\sum_i\phi_{si}$ the electron flow from the source.

Scale both directions of one link by a prefactor $\nu_{ij}$. The occupations respond by $df=-J^{-1}\partial F$. Define $\lambda$ by $J^T\lambda=\partial I/\partial f$; then $dI=\partial I-\lambda\cdot\partial F$. The flow $\phi_{ij}$ enters $F_i$ with sign $-$ and $F_j$ with sign $+$, hence

$$\frac{\partial\ln I}{\partial\ln\nu_{ij}}=\frac{(\lambda_i-\lambda_j)\phi_{ij}}{I},\qquad\lambda_s=1,\quad\lambda_d=0.$$

The electrode values follow from the direct term $\partial I$, which is present for source links alone. These sensitivities sum to 1, because scaling all rates scales $I$. An extra electron supply at trap $i$ reduces $I$ by $\lambda_i$ times that supply. At low bias this returned fraction is $v_i$, so the formula reduces to $p_{ij}$.

## Pseudocode

```
input: positions, E, a, nu0, T, bias V
compute r for all pairs and for trap-electrode links
compute g from the closed formula; keep all links
deg = row sums of g; s = 1/sqrt(deg)
factor A = diag(s) L diag(s) by Cholesky
v = s * solve(A, s*b); append source 1, drain 0
G = sum over links g*(v_i - v_j)^2
p = g*(v_i - v_j)^2 / G; sort links by p
for each leading link:
    R from the same factorization
    report p, loss p/(1-gR), short gain p/(gR)
sort links by g; union-find until source meets drain
report g_c, path bound, cut bound
if e*V is not small against kT:
    Newton-solve F(f) = 0 at bias V
    solve J^T lambda = dI/df
    rank links by (lambda_i - lambda_j)*phi_ij / I
```

## Cost, stability and failure modes

With all pairs kept, memory is $O(N^2)$. The Cholesky factorization costs about $N^3/6$ multiply-add pairs, each further $R$ costs $O(N^2)$, and sorting costs $O(N^2\log N)$. Each Newton step needs a dense factorization; all finite-bias sensitivities then need one transposed solve. For larger $N$, a distance cutoff makes $L$ sparse. Deleting links lowers $G$, so the cutoff must be raised until $G$ and the leading shares settle.

The conductances span many decades, and diagonal scaling removes the part of this spread that belongs to single nodes. Tightly coupled pairs with weak exits still worsen the conditioning. Evaluating $G$ from the dissipation helps, since an error in $v$ enters at second order. Four failures need attention:

- At low bias, master-equation currents are small differences of large opposing flows. Summing across the percolation cut avoids the fast links, where cancellation is worst.
- If $gR$ is close to 1, the opening formula divides by a small difference. Delete the link and solve again.
- Nearly equal shares make the order of a ranking fragile under small changes of input. The shares themselves are the safer output.
- A low-bias ranking may be useless at working bias, as the example shows.

## A damaged low-k dielectric

The cell has a 20 nm gap and a periodic 20 nm × 20 nm cross-section, with 480 traps, or $6\times10^{19}$ cm$^{-3}$. Trap levels are Gaussian, $0.8\pm0.1$ eV above the Fermi level; $a=0.3$ nm, $\nu_0=10^{13}$ s$^{-1}$ and $T=378$ K, so $kT=0.03257$ eV.

The leading link has $r=2.469$ nm and upper level 0.734 eV. Its prefactor is $e^2\nu_0/kT=4.92\times10^{-5}$ S, and the occupations are negligible, so

$$g=4.92\times10^{-5}\,e^{-16.46}\,e^{-22.54}\ \text{S}\approx5.7\times10^{-22}\ \text{S}.$$

The network gives $G=4.58\times10^{-22}$ S, or $1.1\times10^{-10}$ S/cm². The master equation at $\pm0.5$ mV gives the same value to the printed digits with a linear electrostatic profile, and agrees within 0.2% with a cubic one.

The leading link takes 0.234 of the bias, so its share is $p=(5.74/4.58)(0.234)^2=0.069$. Opening it removes 13.3% of $G$. From $0.133=p/(1-gR)$ one finds $gR=0.48$, and the short gain is $0.069/0.48=14\%$, as listed. A uniform drop would give this link at most $2.469/20=0.12$ of the bias. The concentration is in electrochemical potential; it is not a local electric field.

Control is spread out: 24 links hold half the dissipation and 163 hold 90%. Yet at mid-gap nine links carry 90% of the net current. Opening the ten links with the largest shares leaves 57% of $G$; opening the ten fastest leaves 99.95%. The uniform-drop estimate is $10^4$ times too large, because it assigns fast links a drop that the true solution does not give them.

The percolation link ranks only 17th, with a share of 1.5%. Its path and cut bound $G$ between $6.6\times10^{-23}$ and $3.5\times10^{-21}$ S. Over forty samples, $\ln G$ and $\ln g_c$ correlate with coefficient 0.74, but dividing by $g_c$ raises the spread of the logarithm from 0.37 to 0.48. In cells of this size, $g_c$ indicates the trend of $G$ and fluctuates more than $G$ does.

The activation energy is 0.81 eV, both from the dissipation average and from a temperature change. Cooling to 298 K reduces $G$ to 0.17% of its value and keeps nine of the ten leading links.

A new trap at 0.8 eV in the middle of the leading link raises $G$ by 14.8%, against a mean of 1.0% for forty random positions. This slightly exceeds the 14.2% from shorting the link. A trap joined only to the two ends could not do that, so its links to other nodes must contribute. Where damage forms thus matters for leakage growth in this model; the calculation does not predict breakdown.

At 1 V the leading low-bias link would drop 0.234 eV, or seven times $kT$, so linearization fails. With a linear electrostatic profile the current is 122 times the ohmic value, and none of the ten leading low-bias links remains in the top ten. At 0.1 V the excess is 22%. Both effects come from the shift of the trap levels by the field. With unshifted levels the dilute $S_{ij}$ would not change, the ranking would stay, and the current would be $G(kT/e)(1-e^{-\beta eV})$, only 0.033 of the ohmic value at 1 V. The electrostatic profile therefore no longer drops out, and these numbers hold for the linear profile only. Critical links for operation must be ranked at the operating bias and field profile, by the adjoint formula or, for dilute carriers as here, by the dissipation shares of the network built from the shifted levels.

### Beside a real interconnect

The gap, temperature and field of 0.5 MV/cm are roughly those of a tightly spaced copper interconnect in use. The trap density is high and stands for an aged film. The computed $1.4\times10^{-8}$ A/cm² at 1 V is a model value that depends exponentially on trap level, on $a$ and on the assumed linear potential profile. Real metals attract the carriers: with relative permittivity 3, the nearest image in each electrode raises the low-bias $G$ by a factor of 2.7. This overestimates the effect, because the further images between two metal plates partly cancel the attraction. Real lattices relax around a trapped electron: a rough reorganization energy of 0.5 eV multiplies equal-level hop rates by $e^{-0.5/(4kT)}=0.02$ if the prefactor is unchanged. Two spin states with single occupancy double every dilute equilibrium flow, and hence $G$. Carrier repulsion is negligible here, with a mean of $1.7\times10^{-4}$ electrons in the cell at 1 V, but fixed charge could still shift the levels. With a band mass $m$ of half the electron mass, the decay length $a$ places a trap $\hbar^2/(2ma^2)=0.85$ eV below the band edge. With the mean trap level at 0.8 eV, the barrier from the electrode is then 1.65 eV, low for a silica-like dielectric. Even so, emission over it from the electrode gives $10^{-13}$ A/cm² at 1 V, and the direct tunnelling transmission is about $10^{-67}$. Emission from the traps into the band is left out of the model. For neutral traps its rate, about $\nu_0e^{-0.85/kT}\approx50$ s$^{-1}$, is small. For traps that attract the electron, Poole-Frenkel lowering of 0.31 eV at this field raises it to about $7\times10^{5}$ s$^{-1}$, equal to $\nu_0e^{-2r/a}$ of the leading link, and hopping alone would no longer describe the current. Rough line edges and leaky interfaces, absent here, would make the field and trap density non-uniform and could move the critical links. The numerical output follows.

## Computed results

```
traps 480, links 115920, kT 0.03257 eV
gap 20.0 nm, cell side 20.0 nm, a 0.3 nm, nu0 1e+13 1/s
trap level 0.8 eV, width 0.1 eV, density 6.0e+19 /cm3
least trap-trap 0.7 nm, least trap-metal 0.5 nm
5 traps, network/full process: dilute 0.99994, near Fermi 1.0055
network conductance G 4.5786e-22 S = 1.145e-10 S/cm2
master equation, low bias 4.5786e-22 S
percolation link 1-281, g_c 1.9144e-22 S
its length 1.861 nm, level 0.902 eV
its share 0.0149, rank 17
path bound 6.5902e-23 S (23 links), cut bound 3.5272e-21 S
uniform-drop estimate 4.5968e-18 S, over G 1.004e+04
critical links: nodes, r nm, level eV, g/g_c, drop, share, G open/G, G short/G
 171-202 2.469 0.734 2.997 0.234 0.0687 0.8669 1.1422
 359-437 2.488 0.770 0.861 0.366 0.0481 0.9346 1.1825
 139-314 2.100 0.813 3.052 0.163 0.0338 0.9140 1.0557
 246-369 2.122 0.869 0.475 0.375 0.0279 0.9535 1.0696
 317-443 1.900 0.825 8.207 0.089 0.0275 0.8850 1.0361
links holding 50% of dissipation 24, 90% 163
participation number 60.22 links
mid-plane links carrying 90% of current 9
G after opening 10 critical links 0.5678 of G
G after opening 10 fastest links 0.9995 of G
activation energy: average 0.8101 eV, from T change 0.8101 eV
G(298 K)/G(378 K) 1.676e-03, top-10 links kept 9
new trap in worst link: G x 1.1482
new trap at random (mean of 40): G x 1.0104
bias 0.01 V: current / ohmic current 1.0049
bias 0.1 V: current / ohmic current 1.2220
bias 1.0 V: current / ohmic current 121.5555
1 V: field 0.50 MV/cm, current 5.566e-20 A = 1.391e-08 A/cm2
1 V: electrons per second in cell 3.474e-01, mean number 1.678e-04
1 V: largest occupation 1.231e-04, top-10 links kept 0
1 V: leading link 79-241, r 2.533 nm, share 0.0682
image forces (permittivity 3.0): G x 2.717
band mass 0.5 m_e, barrier 1.647 eV, lowering at 1 V 0.155 eV
emission over barrier at 1 V 1.108e-13 A/cm2
direct tunnelling at 1 V, log10 of transmission -67.4
relaxation 0.5 eV: equal-level hop rate x 0.0215
40 samples: G median 4.473e-22 S, mean 4.859e-22 S
40 samples: G least 2.069e-22 S, greatest 1.022e-21 S
40 samples: spread of ln G 0.365, of ln(G/g_c) 0.483
40 samples: correlation of ln G with ln g_c 0.744
```
